# Koopmans and Delta-SCF ionisation energies of silane at fixed geometry: a program that tests the result

```python
"""Orbital relaxation in the first ionisation of silane at fixed geometry.

Result under test: in one basis, with Hartree-Fock energies,
    I_delta = E_cation - E_neutral  <=  I_koopmans = -eps_H,
where eps_H is the highest occupied orbital energy of the neutral and E_cation
is the lowest unrestricted determinant energy of the cation. The frozen cation
determinant (neutral orbitals, one electron removed from orbital H) has energy
E_neutral - eps_H and is a trial state for the cation.
Internal energies are in hartree (1 hartree = 2 Ry); printed ones in eV or Ry.
"""
from itertools import count

import h5py
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
scratch_number = count()


def memory_scratch(*args, **kwargs):
    """Scratch store for coupled-cluster integrals, held in memory only."""
    return h5py.File(f'scratch{next(scratch_number)}', 'w', driver='core',
                     backing_store=False)


lib.H5TmpFile = memory_scratch

EV = constants.value('Hartree energy in eV')
RY_EV = constants.value('Rydberg constant times hc in eV')
BOHR_NM = constants.value('Bohr radius') * 1e9
BOND_NM = 0.148
TETRA_DEG = np.degrees(np.arccos(1 / np.sqrt(3)))   # Si-H angle to the z axis
DIRECTIONS = {'001': (0, 0, 1), '111': (1, 1, 1), '110': (1, 1, 0)}
N_OCC = 9            # doubly occupied orbitals of the neutral
A1 = 5               # index of the valence a1 orbital; t2 set is 6, 7, 8


def silane(charge, basis, polar_deg=TETRA_DEG):
    polar = np.radians(polar_deg)
    r = BOND_NM / BOHR_NM
    atoms = [['Si', (0.0, 0.0, 0.0)]]
    for azimuth_deg, sign in ((45, 1), (225, 1), (135, -1), (315, -1)):
        az = np.radians(azimuth_deg)
        atoms.append(['H', (r * np.sin(polar) * np.cos(az),
                            r * np.sin(polar) * np.sin(az),
                            sign * r * np.cos(polar))])
    return gto.M(atom=atoms, unit='Bohr', basis=basis, charge=charge,
                 spin=charge, verbose=0)


def determinant_energy(mol, h_core, eri, occ_a, occ_b):
    """Energy of a determinant straight from the one- and two-body integrals."""
    dm = np.array([occ_a @ occ_a.T, occ_b @ occ_b.T])
    vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
    total = dm[0] + dm[1]
    return (np.sum(h_core * total) + 0.5 * np.sum((vj[0] + vj[1]) * total)
            - 0.5 * np.sum(vk * dm) + mol.energy_nuc())


def split_t2(mol, mo, direction):
    """Return the t2 orbital pointing along direction, and the other two."""
    t2 = mo[:, 6:9]
    dipole = np.array([mo[:, A1] @ x @ t2 for x in mol.intor('int1e_r')])
    gram = dipole @ dipole.T
    assert np.allclose(gram, np.eye(3) * np.trace(gram) / 3, atol=1e-5)
    weights = np.array(direction, float) @ dipole
    weights /= np.linalg.norm(weights)
    return t2 @ weights, t2 @ null_space(weights[None, :])


def study(basis):
    """Neutral, frozen cations and relaxed cations in one basis."""
    mol = silane(0, basis)
    ion = silane(1, basis)
    eri = mol.intor('int2e', aosym='s8')
    h_core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    neutral = scf.RHF(mol)
    neutral._eri = eri
    neutral.conv_tol = 1e-11
    neutral.kernel()
    assert neutral.converged
    mo, eps = neutral.mo_coeff, neutral.mo_energy
    assert np.ptp(eps[6:9]) < 1e-5 and eps[6] - eps[A1] > 0.05
    frozen, relaxed = {}, {}
    for name, direction in DIRECTIONS.items():
        hole, rest = split_t2(mol, mo, direction)
        occ_a = mo[:, :N_OCC]
        occ_b = np.column_stack([mo[:, :6], rest])
        frozen[name] = determinant_energy(mol, h_core, eri, occ_a, occ_b)
        mf = scf.UHF(ion)
        mf._eri = eri
        mf.conv_tol = 1e-10
        mf.kernel(dm0=np.array([occ_a @ occ_a.T, occ_b @ occ_b.T]))
        assert mf.converged
        relaxed[name] = mf
    start_energy = {k: m.e_tot for k, m in relaxed.items()}
    best = min(start_energy, key=start_energy.get)
    cation = relaxed[best]
    restarts = 0
    while True:
        new_mo, _, stable, _ = cation.stability(return_status=True)
        if stable or restarts == 3:
            break
        restarts += 1
        cation.kernel(dm0=cation.make_rdm1(new_mo, cation.mo_occ))
    assert stable and cation.converged
    return dict(mol=mol, ion=ion, eri=eri, h=h_core, neutral=neutral,
                frozen=frozen, start=start_energy, relaxed=relaxed, best=best,
                cation=cation, restarts=restarts,
                koopmans=-eps[N_OCC - 1] * EV,
                delta=(cation.e_tot - neutral.e_tot) * EV)


bases = ('def2-svp', 'def2-tzvp', 'def2-tzvpp')
runs = {b: study(b) for b in bases}

# Koopmans identity from explicit determinants, and the inequality itself.
for run in runs.values():
    for name in DIRECTIONS:
        explicit = (run['frozen'][name] - run['neutral'].e_tot) * EV
        assert abs(explicit - run['koopmans']) < 1e-4
        assert run['start'][name] <= run['frozen'][name] + 1e-8
    assert run['delta'] <= run['koopmans'] + 1e-6

main = runs['def2-tzvp']
mol, eri, h_core = main['mol'], main['eri'], main['h']
neutral, cation = main['neutral'], main['cation']
mo = neutral.mo_coeff
e_neutral = neutral.e_tot
e_frozen = main['frozen'][main['best']]
relaxation = main['koopmans'] - main['delta']

# One occupied-virtual rotation of the frozen cation, alpha spin, beta hole.
hole, rest = split_t2(mol, mo, DIRECTIONS[main['best']])
occ_b = np.column_stack([mo[:, :6], rest])
j_hole, _ = scf.hf.dot_eri_dm(eri, np.outer(hole, hole), hermi=1)
fock_a = mo.T @ (neutral.get_fock() - j_hole) @ mo
coupling = fock_a[N_OCC:, :N_OCC]
diag = np.diag(fock_a)
gain = coupling**2 / (diag[N_OCC:, None] - diag[None, :N_OCC])
a_rel, i_occ = np.unravel_index(np.argmax(gain), gain.shape)
a_virt = a_rel + N_OCC
orb_i, orb_a = mo[:, i_occ], mo[:, a_virt]
j_i, k_i = scf.hf.dot_eri_dm(eri, np.outer(orb_i, orb_i), hermi=1)
g = -(orb_a @ j_hole @ orb_i)
half_gap = 0.5 * (diag[a_virt] - orb_a @ (j_i - k_i) @ orb_a - diag[i_occ])
bound = np.sqrt(half_gap**2 + g**2) - half_gap


def rotated_energy(theta):
    occ_a = mo[:, :N_OCC].copy()
    occ_a[:, i_occ] = np.cos(theta) * orb_i + np.sin(theta) * orb_a
    return determinant_energy(mol, h_core, eri, occ_a, occ_b)


step = 1e-3
slope = (rotated_energy(step) - rotated_energy(-step)) / (2 * step)
assert abs(slope - 2 * g) < 1e-5
search = minimize_scalar(rotated_energy, bounds=(-np.pi / 4, np.pi / 4),
                         method='bounded', options={'xatol': 1e-7})
direct_lowering = e_frozen - search.fun
assert abs(direct_lowering - bound) < 1e-7
assert 0 < bound * EV <= relaxation + 1e-6

# A stationary cation solution that is not the minimum: hole in valence a1.
occ = np.zeros((2, mo.shape[1]))
occ[:, :N_OCC] = 1
occ[1, A1] = 0
upper = scf.UHF(main['ion'])
upper._eri = eri
upper.conv_tol = 1e-10
dm_upper = upper.make_rdm1((mo, mo), occ)
upper = scf.addons.mom_occ_(upper, (mo, mo), occ)
upper.kernel(dm0=dm_upper)
upper_gradient = np.linalg.norm(upper.get_grad(upper.mo_coeff, upper.mo_occ))
assert upper.converged and upper_gradient < 1e-3
assert upper.e_tot > e_frozen


def correlated_ionisation(run):
    energies = []
    for mf in (run['neutral'], run['cation']):
        solver = cc.CCSD(mf, frozen=5)
        solver.conv_tol = 1e-7
        solver.kernel()
        assert solver.converged
        energies.append(solver.e_tot + solver.ccsd_t())
    return (energies[1] - energies[0]) * EV


small = runs['def2-svp']
cc_main = correlated_ionisation(main)
cc_small = correlated_ionisation(small)

# Nuclear relaxation of the cation: flattening at fixed bond length.
dm_z = small['relaxed']['001'].make_rdm1()


def flattened_energy(angle):
    mf = scf.UHF(silane(1, 'def2-svp', angle))
    mf.conv_tol = 1e-9
    mf.kernel(dm0=dm_z)
    assert mf.converged
    return mf.e_tot


flat = minimize_scalar(flattened_energy, bounds=(45, 80), method='bounded',
                       options={'xatol': 0.2})
nuclear_drop = (small['cation'].e_tot - flat.fun) * EV
assert nuclear_drop > 0

relativistic = scf.RHF(small['mol']).x2c()
relativistic.conv_tol = 1e-10
relativistic.kernel()
assert relativistic.converged
rel_shift = -relativistic.mo_energy[N_OCC - 1] * EV - small['koopmans']
thermal = constants.k * 600 / constants.e

print(f'Si-H bond length: {BOND_NM:.3f} nm')
print(f'Si-H angle to z axis, tetrahedral: {TETRA_DEG:.2f} degrees')
print(f'def2-TZVP basis functions: {mol.nao}')
print(f'Neutral HF energy: {e_neutral * EV:.4f} eV')
print(f'Frozen cation energy: {e_frozen * EV:.4f} eV')
print(f'Relaxed cation energy: {cation.e_tot * EV:.4f} eV')
print(f'Highest occupied orbital energy: {-main["koopmans"]:.4f} eV')
print(f'Koopmans ionisation energy: {main["koopmans"]:.4f} eV')
print(f'Koopmans ionisation energy: {main["koopmans"] / RY_EV:.5f} Ry')
print(f'Delta-SCF ionisation energy: {main["delta"]:.4f} eV')
print(f'Delta-SCF ionisation energy: {main["delta"] / RY_EV:.5f} Ry')
print(f'Orbital relaxation energy: {relaxation:.4f} eV')
for name in DIRECTIONS:
    frozen_ie = (main['frozen'][name] - e_neutral) * EV
    relaxed_ie = (main['start'][name] - e_neutral) * EV
    print(f'Hole {name}: frozen {frozen_ie:.5f} eV, relaxed {relaxed_ie:.5f} eV')
print(f'Lowest starting hole direction: {main["best"]}')
print(f'Restarts after stability test: {main["restarts"]}')
print(f'Cation <S^2>: {cation.spin_square()[0]:.4f} (pure doublet 0.75)')
print(f'Rotation: occupied orbital {i_occ + 1}, virtual orbital {a_virt + 1}')
print(f'Rotation coupling g: {g * EV:.4f} eV')
print(f'Rotation half gap d: {half_gap * EV:.4f} eV')
print(f'Slope by finite difference: {slope * EV:.4f} eV per radian')
print(f'Lowering by 2x2 formula: {bound * EV:.5f} eV')
print(f'Lowering by direct search: {direct_lowering * EV:.5f} eV')
print(f'a1-hole frozen ionisation: {-neutral.mo_energy[A1] * EV:.4f} eV')
print(f'a1-hole relaxed ionisation: {(upper.e_tot - e_neutral) * EV:.4f} eV')
for b in bases:
    r = runs[b]
    print(f'{b}: {r["mol"].nao} functions, Koopmans {r["koopmans"]:.4f} eV, '
          f'Delta-SCF {r["delta"]:.4f} eV, '
          f'relaxation {r["koopmans"] - r["delta"]:.4f} eV')
large = runs['def2-tzvpp']
print(f'Shift TZVP to TZVPP, Koopmans: '
      f'{large["koopmans"] - main["koopmans"]:+.4f} eV')
print(f'Shift TZVP to TZVPP, Delta-SCF: {large["delta"] - main["delta"]:+.4f} eV')
print(f'CCSD(T) vertical ionisation, def2-TZVP: {cc_main:.3f} eV')
print(f'CCSD(T) minus Delta-SCF, def2-TZVP: {cc_main - main["delta"]:+.3f} eV')
print(f'CCSD(T) minus Koopmans, def2-TZVP: {cc_main - main["koopmans"]:+.3f} eV')
print(f'CCSD(T) minus Delta-SCF, def2-SVP: {cc_small - small["delta"]:+.3f} eV')
print(f'Flattened cation angle to z axis, def2-SVP: {flat.x:.1f} degrees')
print(f'Cation energy drop on flattening, def2-SVP: {nuclear_drop:.3f} eV')
print(f'Scalar relativistic Koopmans shift, def2-SVP: {rel_shift:+.4f} eV')
print(f'Thermal energy kT at 600 K: {thermal:.4f} eV')
print('finished without a failed check')
```

Printed output:

```
Si-H bond length: 0.148 nm
Si-H angle to z axis, tetrahedral: 54.74 degrees
def2-TZVP basis functions: 61
Neutral HF energy: -7925.5310 eV
Frozen cation energy: -7912.2873 eV
Relaxed cation energy: -7913.5531 eV
Highest occupied orbital energy: -13.2437 eV
Koopmans ionisation energy: 13.2437 eV
Koopmans ionisation energy: 0.97339 Ry
Delta-SCF ionisation energy: 11.9778 eV
Delta-SCF ionisation energy: 0.88035 Ry
Orbital relaxation energy: 1.2658 eV
Hole 001: frozen 13.24366 eV, relaxed 12.42245 eV
Hole 111: frozen 13.24366 eV, relaxed 11.97782 eV
Hole 110: frozen 13.24366 eV, relaxed 12.07314 eV
Lowest starting hole direction: 111
Restarts after stability test: 0
Cation <S^2>: 0.7614 (pure doublet 0.75)
Rotation: occupied orbital 8, virtual orbital 14
Rotation coupling g: 1.4294 eV
Rotation half gap d: 9.2890 eV
Slope by finite difference: 2.8588 eV per radian
Lowering by 2x2 formula: 0.10934 eV
Lowering by direct search: 0.10934 eV
a1-hole frozen ionisation: 19.8625 eV
a1-hole relaxed ionisation: 19.1259 eV
def2-svp: 38 functions, Koopmans 13.2581 eV, Delta-SCF 12.0381 eV, relaxation 1.2201 eV
def2-tzvp: 61 functions, Koopmans 13.2437 eV, Delta-SCF 11.9778 eV, relaxation 1.2658 eV
def2-tzvpp: 98 functions, Koopmans 13.2429 eV, Delta-SCF 11.9669 eV, relaxation 1.2759 eV
Shift TZVP to TZVPP, Koopmans: -0.0008 eV
Shift TZVP to TZVPP, Delta-SCF: -0.0109 eV
CCSD(T) vertical ionisation, def2-TZVP: 12.721 eV
CCSD(T) minus Delta-SCF, def2-TZVP: +0.744 eV
CCSD(T) minus Koopmans, def2-TZVP: -0.522 eV
CCSD(T) minus Delta-SCF, def2-SVP: +0.632 eV
Flattened cation angle to z axis, def2-SVP: 69.0 degrees
Cation energy drop on flattening, def2-SVP: 0.271 eV
Scalar relativistic Koopmans shift, def2-SVP: -0.0066 eV
Thermal energy kT at 600 K: 0.0517 eV
finished without a failed check
```
